# Why a negative-U centre can show one deep-level peak of doubled height

**Q.** I have a defect that, by independent evidence, holds two electrons when filled. Its capacitance transient gives one deep-level peak, about twice as high as its density suggests. If the electrons leave one at a time, why don't I see two peaks?

**A.** Follow the populations. Let \(N_2\), \(N_1\) and \(N_0\) be the densities of centres holding two, one and no electrons, with sum \(N\). Let \(a\) be the rate of the first emission, \(2\to1\), and \(b\) that of the second, \(1\to0\). Assume that the filling pulse leaves every centre doubly occupied and that, in the depleted layer, no electron is recaptured. Then

\[
\frac{dN_2}{dt}=-aN_2,\qquad \frac{dN_1}{dt}=aN_2-bN_1 .
\]

The first equation gives \(N_2=Ne^{-at}\). Put this in the second and multiply by \(e^{bt}\), which makes the terms in \(N_1\) a total derivative:

\[
\frac{d}{dt}\left(N_1e^{bt}\right)=aN\,e^{(b-a)t}.
\]

Integrating from \(N_1(0)=0\), for \(b\neq a\),

\[
N_1=rN\left(e^{-at}-e^{-bt}\right),\qquad r=\frac{a}{b-a}.
\]

The transient measures the charge still held. The number of electrons per centre is

\[
h(t)=\frac{2N_2+N_1}{N}=(2+r)e^{-at}-r\,e^{-bt}.
\]

If \(b\gg a\), then \(r\approx a/b\) is small and \(h\approx2e^{-at}\). The first emission is the bottleneck. Once it has happened, the second electron follows after a mean wait \(1/b\), short compared with \(1/a\). Each event removes two electrons, and the events occur at rate \(a\): one time constant, twice the charge.

**Q.** My instrument records a difference between two times while I sweep temperature. Is that peak doubled too?

**A.** Yes, with a small correction. For a one-electron centre of emission rate \(x\), the signal per centre is

\[
S_1(x)=e^{-xt_1}-e^{-xt_2}.
\]

It is largest where \(dS_1/dx=-t_1e^{-xt_1}+t_2e^{-xt_2}=0\), hence at

\[
a_*=\frac{\ln(t_2/t_1)}{t_2-t_1}.
\]

For \(t_1=10\) ms and \(t_2=100\) ms, \(a_*=2.303/(0.090\ \text{s})=25.6\ \text{s}^{-1}\), and \(S_1(a_*)=0.697\). The pair centre gives

\[
S=h(t_1)-h(t_2)=(2+r)S_1(a)-rS_1(b).
\]

Dividing by \(S_1(a_*)\) at \(a=a_*\) gives the height ratio

\[
R=2+r\left[1-\frac{S_1(b)}{S_1(a_*)}\right].
\]

When \(bt_1\gg1\), the second electron's exponential has died before the first reading, so \(S_1(b)\approx0\) and \(R\approx2+a/b\). The excess over 2 comes from centres caught between the two emissions: there are about \((a/b)N_2\) of them, and more at \(t_1\) than at \(t_2\). In a sweep, \(r\) also varies with temperature. This moves the maximum by an amount of first order in \(r\), but changes its height only in second order, because \(S_1\) is stationary there.

**Q.** So a ratio near 2 proves that the second emission is much faster?

**A.** No. Take \(b=a/2\). Then \(r=-2\), the term in \(e^{-at}\) drops out, and

\[
h(t)=2e^{-bt}.
\]

This is the transient of two independent electrons, each leaving at rate \(b\): while both are present, the total rate is \(2b=a\). If \(b/a\) stays at one half during the sweep, the peak is exactly doubled and has the one-electron shape, although the second emission is the slower one.

With \(a\) held at \(a_*\) instead, the formula, taken as a limit at \(b=a\), gives \(R=1.02\), 1.21, 2.00, 2.10 and 2.01 for \(b/a=0.01\), 0.1, 1, 10 and 100. These are signals at fixed \(a\), not maxima of temperature sweeps. The ratio rises above 2 and then returns towards it, so height alone does not determine \(b/a\).

**Q.** What has negative U to do with the second emission being fast?

**A.** Let \(D_2\) be the energy needed to free an electron in \(2\to1\), and \(D_1\) that in \(1\to0\), both positive. The effective repulsion is \(U=D_1-D_2\). Negative U therefore means that the first electron to leave is the more strongly bound.

Detailed balance turns energies into rates. Give the states with 0, 1 and 2 electrons the degeneracies 1, 2 and 1, and measure the Fermi energy \(\mu\) from the conduction-band edge. In equilibrium

\[
\frac{N_1}{N_0}=2e^{(\mu+D_1)/kT},\qquad
\frac{N_2}{N_1}=\tfrac12e^{(\mu+D_2)/kT}.
\]

The free-electron density is \(n=N_ce^{\mu/kT}\), where \(N_c\) is the effective density of band states. Let \(c_1\) and \(c_2\) be the capture coefficients for \(0\to1\) and \(1\to2\). Capture must balance emission in each step, so \(c_2nN_1=aN_2\) and \(c_1nN_0=bN_1\). Inserting the ratios cancels \(\mu\):

\[
a=2c_2N_ce^{-D_2/kT},\qquad b=\tfrac12c_1N_ce^{-D_1/kT},
\]

\[
\frac ba=\frac{c_1}{4c_2}\,e^{-U/kT}.
\]

Negative U makes the exponential large, but the capture coefficients also enter. Negative U favours a fast second emission without guaranteeing it.

**Q.** Can you put numbers to this?

**A.** Take \(D_2=0.67\) eV and \(D_1=0.50\) eV, so \(U=-0.17\) eV. Let both capture cross-sections be \(\sigma=10^{-15}\ \text{cm}^2\), with \(c=\sigma\sqrt{3kT/m}\). The band has three valleys with masses 0.58, 0.31 and 0.33 electron masses; their geometric mean, \(m=0.39\), sets both the speed and \(N_c=6(2\pi mkT/h^2)^{3/2}\). The donor density is \(N_D=10^{15}\ \text{cm}^{-3}\).

I solved the three-state rate equations by matrix exponentials at each temperature, including a 10 ms filling pulse with free-electron density \(N_D\). There is one peak, at 321.9 K. There \(a=25.6\ \text{s}^{-1}\) and \(b=2937\ \text{s}^{-1}\), so \(b/a=115\). The mean waits are 39 ms and 0.34 ms. The height ratio is 2.009, in agreement with \(2+1/115\). A one-electron centre with the same \(a(T)\) peaks within 0.1 K of this position. With both peaks scaled to unit height, the largest difference between their shapes is about 0.001 of that height.

**Q.** At some lower temperature the fast emission must match my window. Why is there no peak there?

**A.** The rate \(b\) equals \(a_*\) at 259.8 K, but there \(a=0.0515\ \text{s}^{-1}\). The pairs are frozen, and a singly occupied centre is needed before the second emission can act. Here \(r\approx0.0515/25.6=0.0020\) and \(S_1(a)\approx a(t_2-t_1)=0.0046\). The signal is about \(2(0.0046)-0.0020(0.697)=0.008\), which is 1.1% of a one-electron peak.

You can expose the hidden emission by starting with empty centres and applying one short pulse. If it leaves fractions \(f_1\) singly and \(f_2\) doubly occupied, linearity of the rate equations gives

\[
h(t)=f_2\left[(2+r)e^{-at}-re^{-bt}\right]+f_1e^{-bt}.
\]

A 50 ns pulse at 259.8 K leaves \(f_1=0.364\) and \(f_2=0.217\). The signal is 0.367 of a one-electron peak, nearly all from \(f_1\).

Repeating the pulse spoils this. With 0.2 s between pulses, about \(0.0515\times0.2=1.0\%\) of the pairs are lost per cycle, while each pulse turns 22% of the empty centres into pairs. Balance leaves roughly \(0.010/0.217=0.05\) of the centres empty, so \(f_1\approx0.05\times0.36=0.02\). The full rate equations give 0.016 after 40 pulses. The centres must therefore be emptied before each short pulse, either by warming or by waiting several times \(1/a\approx19\) s.

**Q.** When would I see two ordinary peaks?

**A.** When \(b\ll a\). Then \(r\to-1\), and \(h\to e^{-at}+e^{-bt}\): each electron has its own exponential of unit amplitude. The rates must also differ enough for the window to separate them: in a sweep at fixed \(b/a\) with \(t_2/t_1=10\), a ratio of 0.1 still gives one merged peak, while 0.03 gives two. The threshold depends on the window: two maxima need \(b/a\) below about 0.13, 0.065 and 0.009 for \(t_2/t_1=2\), 10 and 100. Exchanging the two energies makes U positive, and the same calculation gives peaks at 246 K and 340 K, both of relative height 1.00.

Keeping the negative U but reducing the cross-section for \(0\to1\) by \(10^4\) also gives two peaks, at 322 K and 413 K, with relative heights 1.03 and 1.00. By detailed balance, weak capture into the empty centre implies slow emission back out of it. Conversely, a positive-U centre could give a doubled peak if \(c_1/c_2\) greatly exceeded \(4e^{U/kT}\).

A single peak also cannot distinguish \(N\) pair centres from \(2N\) one-electron centres at this level of agreement in shape. An independent value of \(N\), or the short-pulse experiment, can tell them apart.

**Q.** Which energy does my Arrhenius plot give?

**A.** It gives \(D_2\), because \(a\) controls the peak. In this model \(c_2\propto T^{1/2}\) and \(N_c\propto T^{3/2}\), so \(\ln(a/T^2)\) has slope \(-D_2\) against \(1/kT\). Using the calculated peak temperatures for \(t_1=1\), 10 and 100 ms, with \(t_2=10t_1\), a straight-line fit gives 0.670 eV. The mean level depth \((D_1+D_2)/2=0.585\) eV instead governs equilibrium between empty and doubly occupied centres. A capture barrier in \(c_2\) would add to the measured slope.

**Q.** Does the capacitance itself show a factor of exactly two?

**A.** Not quite, because the two kinds of centre empty over slightly different depths. Let trapped electrons of density \(n_t\) occupy \(x_1<x<x_2\) and reduce the positive charge. At fixed band bending \(V\), Poisson's equation gives

\[
\frac{2\varepsilon V}{q}=N_DW_f^2-n_t(x_2^2-x_1^2)=N_DW^2,
\]

where \(W_f\) and \(W\) are the depletion widths with the zone filled and empty. Since \(C\propto1/W\), expanding for \(n_t\ll N_D\) gives

\[
\frac{\Delta C}{C}\approx\frac{n_t}{2N_D}\,\frac{x_2^2-x_1^2}{W^2}.
\]

Near the depletion edge, free electrons keep centres filled. For pairs, setting \(N_0=N_2\) in the two balance conditions gives \(n^2=ab/(c_1c_2)\); for a one-electron centre with the same \(a\) and \(c_2\), half filling occurs at \(n=a/c_2\). In the depletion approximation, which ignores the free-electron charge in the edge, the edge thickness \(\lambda\) follows from \(q^2N_D\lambda^2/2\varepsilon=kT\ln(N_D/n)\).

With relative permittivity 9.7 and band bending of 11.5 V, reduced to 1.5 V by the pulse, the widths are 3511 and 1268 nm. The edges are 576 nm for pairs and 634 nm for single electrons. Taking \(x_2=W-\lambda\) and \(x_1=1268\ \text{nm}-\lambda\), the geometric factors are 0.660 and 0.639. Including the free-electron charge and the gradual change of occupation thins the edges by about 25 nm and raises both factors by about 0.01, but leaves their ratio almost unchanged.

For \(5\times10^{12}\) centres per cm³, solving Poisson's condition numerically, with the filled centres beyond \(x_2\) included, gives full steps of 0.331% and 0.160%. Their ratio is 2.07. This compares complete steps; the ratio of the two-time peaks, which also contains the \(a/b\) excess and the altered relaxation rates inside the edge zones, is about 2.09. If the pulse fails to fill the tail, so that \(x_1=1268\) nm, the pair factor falls to 0.568, a loss of amplitude of about 14%. The one-electron factor falls by about 15%, so the ratio changes little.

**Q.** How close is this to a real material?

**A.** The parameters are rough values in the regime of the carbon vacancy in n-type 4H silicon carbide, a negative-U acceptor that can release two electrons. The model's peak somewhat above room temperature is in the right region for that defect. The real defect occupies inequivalent lattice sites, which this model merges. Its two capture cross-sections need not be equal: if \(c_1/c_2\) were 0.1, \(b/a\) would fall to about 11 and the height ratio would rise to roughly 2.1; if it were 10, the height ratio would exceed 2 by only about 0.001. For an acceptor, capture in \(1\to2\) is into a negative centre. The screened repulsion alone reduces the thermal electron density at the centre to roughly 0.01 to 0.03 of its free value, so \(c_1/c_2\) may lie well above 10. It also gives \(c_2\) an apparent barrier of about 0.06 eV, which would add to the Arrhenius energy.

The field is modest. Its maximum, \(2V/W\), is 0.066 MV/cm, far below breakdown at a few MV/cm. The departing electron leaves a negative or neutral centre, so no attractive Coulomb barrier is lowered. To estimate tunnelling, I averaged the local density of states in a uniform field of this largest size, built from squared Airy functions, with Boltzmann weights. Relative to zero field, and with capture unchanged, this raises \(a\) by 2.0% and lowers the peak temperature by 0.24 K. This estimate treats the centre left behind as neutral; including the repulsion of the negative centre left by \(2\to1\) raises the enhancement to about 3%, a shift of about 0.4 K. The field is weaker where the centres are filled and emptied, so the effect there is smaller. Lattice-assisted tunnelling is left out and could be larger. For this example, the edge zones alter the measured doubling more than the finite speed of the second emission does.
